# Dangling-bond states in an sp3 silicon-like slab and their removal: test program

```python
"""Dangling-bond states of a silicon-like sp3 tight-binding slab.

Result under test: with P the projector on the dangling hybrids and Q = 1 - P,
H + delta*P has no level in the bulk gap once delta exceeds
  delta_c = max_k { A - lambda_min[ H_dd + H_dQ (A - QHQ)^-1 H_Qd ] },
where A is the bulk conduction edge. For delta -> infinity every structure made
of whole bonds keeps the bulk gap, provided that the bulk antibonding block
lies above the bulk bonding block.
Symbols: Nb whole bonds, Nd dangling hybrids per surface cell; B valence edge.
Energies in eV, lengths in angstrom. Orbital order: s, px, py, pz (, s*).
"""
import numpy as np
from scipy.optimize import brentq
from scipy.constants import physical_constants

LATTICE = 5.43
SIGNS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)
BOND = SIGNS * LATTICE / 4


def make_model(es, ep, ss, sp, pps, ppp, es2=None, s2p=0.0):
    """On-site energies and the four hopping matrices from atom A to atom B."""
    onsite = [es, ep, ep, ep] + ([] if es2 is None else [es2])
    hops = []
    for signs in SIGNS:
        u = signs / np.sqrt(3)
        t = np.zeros((len(onsite), len(onsite)))
        t[0, 0] = ss
        t[0, 1:4], t[1:4, 0] = sp * u, -sp * u
        t[1:4, 1:4] = pps * np.outer(u, u) + ppp * (np.eye(3) - np.outer(u, u))
        if es2 is not None:
            t[4, 1:4], t[1:4, 4] = s2p * u, -s2p * u
        hops.append(t)
    return {"onsite": np.array(onsite), "hops": hops, "norb": len(onsite)}


def make_slab(normal, first_kind, natoms):
    """One atom per layer and surface cell; kind 0 is A, kind 1 is B."""
    n = np.array(normal, float) / np.linalg.norm(normal)
    pos, kind = [np.zeros(3)], [first_kind]
    while len(pos) < natoms:
        pos.append(pos[-1] + (BOND[0] if kind[-1] == 0 else -BOND[1]))
        kind.append(1 - kind[-1])
    height = np.array(pos) @ n
    bonds, dangling = [], []
    for i in range(natoms):
        for l in range(4):
            target = height[i] + (1 if kind[i] == 0 else -1) * BOND[l] @ n
            match = [j for j in range(natoms)
                     if abs(height[j] - target) < 1e-6 and kind[j] != kind[i]]
            if not match:
                dangling.append((i, l))
            elif kind[i] == 0:
                bonds.append((i, match[0], l))
    return {"n": natoms, "kind": kind, "bonds": bonds, "dangling": dangling,
            "thickness": height[-1] - height[0]}


BULK = {"n": 2, "kind": [0, 1], "bonds": [(0, 1, l) for l in range(4)],
        "dangling": []}


def hamiltonian(system, k, model, surface_scale=1.0):
    m, n = model["norb"], system["n"]
    h = np.diag(np.tile(model["onsite"], n)).astype(complex)
    for i, j, l in system["bonds"]:
        scale = surface_scale if {i, j} & {0, n - 1} else 1.0
        t = scale * np.exp(1j * k @ BOND[l]) * model["hops"][l]
        h[i*m:(i+1)*m, j*m:(j+1)*m] += t
        h[j*m:(j+1)*m, i*m:(i+1)*m] += t.conj().T
    return h


def hybrid(system, atom, l, model):
    v = np.zeros(system["n"] * model["norb"], complex)
    start = atom * model["norb"]
    v[start] = 0.5
    v[start+1:start+4] = (0.5 if system["kind"][atom] == 0 else -0.5) * SIGNS[l]
    return v


def dangling_basis(system, model):
    return np.array([hybrid(system, i, l, model)
                     for i, l in system["dangling"]]).T


def bond_basis(system, k, model):
    bonding, anti = [], []
    for i, j, l in system["bonds"]:
        ha = hybrid(system, i, l, model)
        hb = np.exp(-1j * k @ BOND[l]) * hybrid(system, j, l, model)
        bonding.append((ha + hb) / np.sqrt(2))
        anti.append((ha - hb) / np.sqrt(2))
    return np.array(bonding).T, np.array(anti).T


def surface_mesh(vectors, n):
    recip = 2 * np.pi * np.linalg.pinv(np.array(vectors, float) * LATTICE / 2).T
    return [(i * recip[0] + j * recip[1]) / n for i in range(n) for j in range(n)]


def bulk_mesh(n):
    cell = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]) * LATTICE / 2
    recip = 2 * np.pi * np.linalg.inv(cell).T
    return [np.array([i, j, l]) @ recip / n
            for i in range(n) for j in range(n) for l in range(n)]


def compress(h, v):
    return v.conj().T @ h @ v


eig = np.linalg.eigvalsh
ES, EP, SS, SP, PPS, PPP = -7.2, 0.0, -1.8, 2.5, 4.5, -1.1
sp3 = make_model(ES, EP, SS, SP, PPS, PPP)
V2 = (-SS + 2 * np.sqrt(3) * SP + 3 * PPS) / 4
E_HYB = (ES + 3 * EP) / 4

# Hybrid energies and bond coupling from the orbital matrices
hA, hB = hybrid(BULK, 0, 0, sp3)[:4], hybrid(BULK, 1, 0, sp3)[4:]
hA2 = hybrid(BULK, 0, 1, sp3)[:4]
assert abs(hA @ sp3["hops"][0] @ hB + V2) < 1e-12
assert abs(hA @ (sp3["onsite"] * hA) - E_HYB) < 1e-12
assert abs(hA @ (sp3["onsite"] * hA2) - (ES - EP) / 4) < 1e-12

# Bulk: band edges and the edges of the bonding and antibonding blocks
bb_top, aa_bot, vb_top, cb_bot = -99.0, 99.0, -99.0, 99.0
for k in bulk_mesh(10):
    h = hamiltonian(BULK, k, sp3)
    b, a = bond_basis(BULK, k, sp3)
    e = eig(h)
    bb_top = max(bb_top, eig(compress(h, b))[-1])
    aa_bot = min(aa_bot, eig(compress(h, a))[0])
    vb_top, cb_bot = max(vb_top, e[3]), min(cb_bot, e[4])
EV = EP - 4 / 3 * (PPS + 2 * PPP)
EC = ES - 4 * SS
assert max(abs(bb_top - EV), abs(vb_top - EV)) < 1e-9
assert max(abs(aa_bot - EC), abs(cb_bot - EC)) < 1e-9
assert EC > EV


def in_gap(e, lo=EV, hi=EC):
    return int(np.sum((e > lo + 1e-7) & (e < hi - 1e-7)))


VEC111 = [[1, -1, 0], [0, 1, -1]]
VEC001 = [[1, 1, 0], [1, -1, 0]]
slab = make_slab([1, 1, 1], 1, 16)
NB, ND = len(slab["bonds"]), len(slab["dangling"])
assert 2 * NB + ND == 4 * slab["n"]
mesh = surface_mesh(VEC111, 12)
d = dangling_basis(slab, sp3)
P = d @ d.conj().T
hams = [hamiltonian(slab, k, sp3) for k in mesh]

# Bare slab, whole-bond limit, counting rule and threshold at every k
bare_counts, weights, dangling_levels, thresholds = [], [], [], []
limit_v, limit_c = -99.0, 99.0
for k, h in zip(mesh, hams):
    e, psi = np.linalg.eigh(h)
    bare_counts.append(in_gap(e))
    dangling_levels.append(e[NB:NB+ND])
    weights.append(np.mean(np.sum(abs(d.conj().T @ psi[:, NB:NB+ND])**2, axis=0)))
    q = np.hstack(bond_basis(slab, k, sp3))
    full = np.hstack([q, d])
    assert np.allclose(full.conj().T @ full, np.eye(len(h)), atol=1e-12)
    hq, hdq, hdd = compress(h, q), d.conj().T @ h @ q, compress(h, d)
    eq = eig(hq)
    limit_v, limit_c = max(limit_v, eq[NB-1]), min(limit_c, eq[NB])

    def effective(energy):
        return hdd + hdq @ np.linalg.solve(energy * np.eye(2*NB) - hq,
                                           hdq.conj().T)

    for shift in (0.0, 1.5):
        levels = eig(h + shift * P)
        for energy in EV + (EC - EV) * np.array([0.2, 0.5, 0.8]):
            negative = np.sum(eig(effective(energy)) + shift - energy < 0)
            assert np.sum(levels < energy) == NB + negative
    delta_k = EC - eig(effective(EC))[0]
    assert abs(eig(h + delta_k * P)[NB] - EC) < 1e-7
    thresholds.append(delta_k)
dangling_levels = np.array(dangling_levels)
assert max(bare_counts) > 0 and max(bare_counts) <= ND
assert np.mean(weights) > 0.3
assert limit_v <= EV + 1e-9 and limit_c >= EC - 1e-9
DELTA_C = max(thresholds)
assert DELTA_C > 0
assert max(in_gap(eig(h + 1.05 * DELTA_C * P)) for h in hams) == 0
assert max(in_gap(eig(h + 0.95 * DELTA_C * P)) for h in hams) > 0

# Gap edges as the hybrids are raised
table = []
for shift in (0.0, 1.0, 2.0, 5.0, 10.0, 20.0, 50.0):
    es = np.array([eig(h + shift * P) for h in hams])
    table.append((shift, es[:, NB-1].max(), es[:, NB].min(),
                  np.mean([in_gap(e) for e in es])))
    assert es[:, NB-1].max() <= EV + 1e-9

# Approach to the limit, at the surface zone centre
h0 = hams[0]
q0 = np.hstack(bond_basis(slab, mesh[0], sp3))
eq0, vq0 = np.linalg.eigh(compress(h0, q0))
slope = np.linalg.norm(d.conj().T @ h0 @ q0 @ vq0[:, NB])**2
measured_slope = 2000.0 * (eq0[NB] - eig(h0 + 2000.0 * P)[NB])
assert abs(measured_slope - slope) < 0.03 * slope + 1e-5

# Control: raise one hybrid of a bond in the middle of a passivated slab
vertical = [bond for bond in slab["bonds"] if bond[2] == 0]
orphan = hybrid(slab, vertical[len(vertical)//2][0], 0, sp3)
wrong = np.outer(orphan, orphan.conj())
control_counts = [in_gap(eig(h + 1000.0 * (P + wrong))) for h in hams]
assert max(control_counts) > 0

# Another surface: the whole-bond theorem for a (001) film
slab001 = make_slab([0, 0, 1], 0, 16)
nb001 = len(slab001["bonds"])
bare001, v001, c001 = [], -99.0, 99.0
for k in surface_mesh(VEC001, 8):
    h = hamiltonian(slab001, k, sp3)
    bare001.append(in_gap(eig(h)))
    e = eig(compress(h, np.hstack(bond_basis(slab001, k, sp3))))
    v001, c001 = max(v001, e[nb001-1]), min(c001, e[nb001])
assert v001 <= EV + 1e-9 and c001 >= EC - 1e-9


def dangling_range(system, points, scale=1.0):
    nb, nd = len(system["bonds"]), len(system["dangling"])
    e = np.array([eig(hamiltonian(system, k, sp3, scale))[nb:nb+nd]
                  for k in points])
    return np.array([e.min(), e.max(), e.mean()])


# Convergence and the effect of stronger surface back bonds
reference = dangling_range(slab, mesh)
coarse = surface_mesh(VEC111, 6)
thick_shift = np.max(abs(dangling_range(make_slab([1, 1, 1], 1, 24), coarse)
                         - dangling_range(slab, coarse)))
mesh_shift = np.max(abs(dangling_range(slab, surface_mesh(VEC111, 18))
                        - reference))
relax_shift = dangling_range(slab, mesh, 1.1)[2] - reference[2]

# Spin-orbit coupling in a p shell: rise of its top for a rough splitting
SO_SPLIT = 0.04
eps = np.zeros((3, 3, 3))
for i, j, l in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    eps[i, j, l], eps[i, l, j] = 1, -1
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
ls = eig(sum(np.kron(-1j * eps[i], pauli[i] / 2) for i in range(3)))
so_rise = SO_SPLIT * ls[-1] / (ls[-1] - ls[0])

# Silicon-like indirect gap from an added s* orbital
TARGET_GAP = 1.1
lines = [t * 2 * np.pi / LATTICE * np.array(v) for t in np.linspace(0, 1, 41)
         for v in ([1, 0, 0], [0.5, 0.5, 0.5])]


def star_model(es2):
    return make_model(-4.2, 1.7, -2.1, 2.5, 2.7, -0.7, es2, 2.3)


def star_edges(es2, points):
    e = np.array([eig(hamiltonian(BULK, k, star_model(es2))) for k in points])
    return e[:, 3].max(), e[:, 4].min(), int(np.argmin(e[:, 4]))


def gap_error(es2):
    lo, hi, _ = star_edges(es2, lines)
    return hi - lo - TARGET_GAP


es_star = brentq(gap_error, 4.0, 9.0, xtol=1e-6)
star = star_model(es_star)
sv, sc, where = star_edges(es_star, lines + bulk_mesh(6))
d5 = dangling_basis(slab, star)
P5 = d5 @ d5.conj().T
star_bare, star_pass = [], []
for k in mesh:
    h = hamiltonian(slab, k, star)
    star_bare.append(in_gap(eig(h), sv, sc))
    star_pass.append(eig(h + 20.0 * P5))
star_pass = np.array(star_pass)
star_gap = star_pass[:, NB].min() - star_pass[:, NB-1].max()
star_left = np.mean([in_gap(e, sv, sc) for e in star_pass])
assert max(star_bare) > 0
assert star_gap > 0.5 * (sc - sv)

HARTREE = physical_constants["Hartree energy in eV"][0]
print(f"lattice constant {LATTICE:.2f} angstrom")
print(f"E_s {ES:.1f}, E_p {EP:.1f} eV")
print(f"V_ss {SS:.1f}, V_sp {SP:.1f}, V_pps {PPS:.1f}, V_ppp {PPP:.1f} eV")
print(f"hybrid energy {E_HYB:.3f} eV, bond coupling V2 {V2:.3f} eV")
print(f"on-site hybrid coupling {(ES-EP)/4:.3f} eV")
print(f"bulk valence edge B {EV:.4f} eV, conduction edge A {EC:.4f} eV")
print(f"bulk gap {EC-EV:.4f} eV = {(EC-EV)/HARTREE:.5f} hartree")
print(f"bonding block top {bb_top:.4f}, antibonding bottom {aa_bot:.4f} eV")
print(f"(111) slab: {slab['n']} atoms, {slab['thickness']:.2f} angstrom")
print(f"whole bonds Nb {NB}, dangling hybrids Nd {ND}, k points {len(mesh)}")
print(f"bare gap states per k: min {min(bare_counts)}, max {max(bare_counts)}")
print(f"dangling levels {reference[0]:.4f} to {reference[1]:.4f} eV")
print(f"mean dangling level {reference[2]:.4f} eV")
print(f"dangling levels at zone centre {dangling_levels[0][0]:.4f}, "
      f"{dangling_levels[0][1]:.4f} eV")
print(f"mean weight on dangling hybrids {np.mean(weights):.3f}")
print(f"same weight if spread evenly {ND/(4*slab['n']):.3f}")
print(f"threshold delta_c {DELTA_C:.4f} eV = {DELTA_C/HARTREE:.5f} hartree")
print(f"smallest delta_c(k) {min(thresholds):.4f} eV")
print("delta (eV) | level Nb max | level Nb+1 min (eV) | mean gap states")
for shift, low, high, count in table:
    print(f"{shift:5.1f} | {low:8.4f} | {high:8.4f} | {count:.3f}")
print(f"infinite delta: {limit_v:.4f} and {limit_c:.4f} eV")
print(f"1/delta coefficient: formula {slope:.5f}, "
      f"measured {measured_slope:.5f} eV^2")
print(f"control, interior hybrid raised: gap states per k "
      f"{min(control_counts)} to {max(control_counts)}")
print(f"(001) slab: Nb {nb001}, Nd {len(slab001['dangling'])}, "
      f"{slab001['thickness']:.2f} angstrom")
print(f"(001) bare gap states per k: {min(bare001)} to {max(bare001)}")
print(f"(001) infinite delta: {v001:.4f} and {c001:.4f} eV")
print(f"dangling band shift, 16 to 24 atoms {thick_shift:.1e} eV")
print(f"dangling band shift, 12x12 to 18x18 mesh {mesh_shift:.1e} eV")
print(f"back-bond hopping +10%: mean level shift {relax_shift:.4f} eV")
print(f"spin-orbit splitting (rough input) {SO_SPLIT:.2f} eV: "
      f"valence edge rise {so_rise:.4f} eV")
print("s* model: E_s -4.2, E_p 1.7, V_ss -2.1, V_sp 2.5 eV")
print("s* model: V_pps 2.7, V_ppp -0.7, V_s*p 2.3 eV")
print(f"s* energy solved {es_star:.4f} eV for target gap {TARGET_GAP:.1f} eV")
kmin = (lines + bulk_mesh(6))[where] * LATTICE / (2 * np.pi)
print(f"s* bulk edges {sv:.4f}, {sc:.4f} eV; gap {sc-sv:.4f} eV")
print("s* conduction minimum at k (2pi/a): "
      + ", ".join(f"{x:.3f}" for x in kmin))
print(f"s* bare slab gap states per k: {min(star_bare)} to {max(star_bare)}, "
      f"mean {np.mean(star_bare):.3f}")
print(f"s* slab, delta 20 eV: gap {star_gap:.4f} eV, "
      f"mean states in bulk gap {star_left:.3f}")
print("all tests passed")
```

Printed output:

```
lattice constant 5.43 angstrom
E_s -7.2, E_p 0.0 eV
V_ss -1.8, V_sp 2.5, V_pps 4.5, V_ppp -1.1 eV
hybrid energy -1.800 eV, bond coupling V2 5.990 eV
on-site hybrid coupling -1.800 eV
bulk valence edge B -3.0667 eV, conduction edge A 0.0000 eV
bulk gap 3.0667 eV = 0.11270 hartree
bonding block top -3.0667, antibonding bottom -0.0000 eV
(111) slab: 16 atoms, 22.73 angstrom
whole bonds Nb 31, dangling hybrids Nd 2, k points 144
bare gap states per k: min 2, max 2
dangling levels -2.0216 to -1.1284 eV
mean dangling level -1.7286 eV
dangling levels at zone centre -1.1975, -1.1284 eV
mean weight on dangling hybrids 0.698
same weight if spread evenly 0.031
threshold delta_c 7.7353 eV = 0.28427 hartree
smallest delta_c(k) 2.5916 eV
delta (eV) | level Nb max | level Nb+1 min (eV) | mean gap states
  0.0 |  -3.1492 |  -2.0216 | 2.000
  1.0 |  -3.1492 |  -1.2679 | 2.000
  2.0 |  -3.1492 |  -0.6340 | 2.000
  5.0 |  -3.1492 |  -0.0931 | 0.007
 10.0 |  -3.1492 |   0.0330 | 0.000
 20.0 |  -3.1492 |   0.0793 | 0.000
 50.0 |  -3.1492 |   0.1010 | 0.000
infinite delta: -3.1492 and 0.1132 eV
1/delta coefficient: formula 0.56874, measured 0.56975 eV^2
control, interior hybrid raised: gap states per k 1 to 1
(001) slab: Nb 30, Nd 4, 20.36 angstrom
(001) bare gap states per k: 0 to 4
(001) infinite delta: -3.2584 and 0.1586 eV
dangling band shift, 16 to 24 atoms 3.1e-02 eV
dangling band shift, 12x12 to 18x18 mesh 3.0e-06 eV
back-bond hopping +10%: mean level shift -0.0019 eV
spin-orbit splitting (rough input) 0.04 eV: valence edge rise 0.0133 eV
s* model: E_s -4.2, E_p 1.7, V_ss -2.1, V_sp 2.5 eV
s* model: V_pps 2.7, V_ppp -0.7, V_s*p 2.3 eV
s* energy solved 6.2502 eV for target gap 1.1 eV
s* bulk edges -0.0333, 1.0667 eV; gap 1.1000 eV
s* conduction minimum at k (2pi/a): 0.725, 0.000, 0.000
s* bare slab gap states per k: 1 to 2, mean 1.993
s* slab, delta 20 eV: gap 1.2091 eV, mean states in bulk gap 0.000
all tests passed
```
